# Spectral weights for unfolding supercell states and their sum rule: a program that tests the result

```python
# Result under test: a supercell Bloch state psi with wavevector K has, at a
# primitive wavevector k, the spectral weight
#     W(k) = sum_n |<phi_kn|psi>|^2 = sum_g |C(k+g)|^2 ,
# and W summed over the N inequivalent k that fold onto K equals one.
# phi_kn: primitive Bloch states; C: plane-wave coefficients of psi;
# g: primitive reciprocal vectors; N: primitive cells per supercell.
# Lengths are in units of the lattice constant a, wavevectors in 2 pi/a,
# energies in eV. Example: Si6Ge4 superlattice, local pseudopotential.
import itertools
import numpy as np
from scipy import constants as sc
from scipy.interpolate import PchipInterpolator
from scipy.linalg import eigh

A_NM = 0.55                      # common lattice constant, nm (rough)
CUTOFF = 100.0                   # plane-wave kinetic cutoff, eV
KIN = (sc.hbar * 2 * np.pi / (A_NM * 1e-9))**2 / (2 * sc.m_e) / sc.e
NODES = np.sqrt([0.0, 3.0, 8.0, 11.0, 16.0])
TABLE = {"Si": [-8.2, -2.86, 0.54, 1.09, 0.0],    # rough typical values, eV
         "Ge": [-8.2, -3.13, 0.14, 0.82, 0.0]}
TABLE["Ge_shifted"] = [TABLE["Ge"][0] + 0.5] + TABLE["Ge"][1:]
CURVE = {name: PchipInterpolator(NODES, v) for name, v in TABLE.items()}

PRIM = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
SUPER = np.array([[.5, .5, 0], [.5, -.5, 0], [.5, 0, 2.5]])
B_SUPER = np.linalg.inv(SUPER).T
M_REAL = SUPER @ np.linalg.inv(PRIM)
assert np.allclose(M_REAL, np.round(M_REAL))
N = int(round(abs(np.linalg.det(M_REAL))))
FOLD = np.array([j * B_SUPER[2] for j in range(N)])
SHIFTS = np.array([j * np.array([.5, 0, .5]) for j in range(N)])
DIMER = np.array([[0, 0, 0], [.25, .25, .25]])
IDEAL = np.array([t + d for t in SHIFTS for d in DIMER])   # ordered by layer


def form_factor(name, q):
    return np.where(q < 4.0, CURVE[name](np.minimum(q, 4.0)), 0.0)


def plane_waves(K, cell, cutoff):
    radius = np.sqrt(cutoff / KIN)
    top = np.ceil((radius + np.linalg.norm(K))
                  * np.linalg.norm(cell, axis=1)).astype(int)
    h = np.array(list(itertools.product(*[range(-t, t + 1) for t in top])))
    q = np.asarray(K) + h @ np.linalg.inv(cell).T
    return q[np.sum(q**2, axis=1) < radius**2]


def hamiltonian(K, cell, species, positions, cutoff=CUTOFF):
    q = plane_waves(K, cell, cutoff)
    distance = np.linalg.norm(q[:, None, :] - q[None, :, :], axis=2)
    H = np.diag(KIN * np.sum(q**2, axis=1)).astype(complex)
    for name in sorted(set(species)):
        sites = positions[[s == name for s in species]]
        phase = np.exp(-2j * np.pi * q @ sites.T)
        H += form_factor(name, distance) * (phase @ phase.conj().T) / len(species)
    return q, H


def class_masks(q, K):
    masks = []
    for G in FOLD:
        n = (q - np.asarray(K) - G) @ PRIM.T
        masks.append(np.all(np.abs(n - np.round(n)) < 1e-7, axis=1))
    return np.array(masks)


def unfold(q, C, K):
    return class_masks(q, K).astype(float) @ np.abs(C)**2


pure = ["Si"] * 10
alloy = ["Si"] * 6 + ["Ge"] * 4
GAMMA = np.zeros(3)

# Layer relaxation at fixed period: Ge spacings grow, Si spacings shrink.
GE_STRETCH = 0.04
SI_STRETCH = -GE_STRETCH * 4 / 6
local = [GE_STRETCH if s == "Ge" else SI_STRETCH for s in alloy]
spacing = np.array([0.25 * (1 + (local[i] + local[(i + 1) % 10]) / 2)
                    for i in range(10)])
assert abs(spacing.sum() - 2.5) < 1e-12
relaxed = IDEAL.copy()
relaxed[:, 2] = np.concatenate([[0], np.cumsum(spacing)[:-1]])

# Number of inequivalent folded wavevectors equals |det M|, by enumeration.
rng = np.random.default_rng(4)
matrices_tested = 0
while matrices_tested < 12:
    M = rng.integers(-2, 4, size=(3, 3))
    det = int(round(np.linalg.det(M)))
    if not 2 <= abs(det) <= 12:
        continue
    cofactor = np.round(det * np.linalg.inv(M).T).astype(int)
    h = np.array(list(itertools.product(range(abs(det)), repeat=3)))
    assert len(np.unique((h @ cofactor) % abs(det), axis=0)) == abs(det)
    matrices_tested += 1

# General K, displaced atoms: weights from real-space integrals.
K_TEST = np.array([0.13, 0.07, 0.11])
q, H = hamiltonian(K_TEST, SUPER, alloy, relaxed)
energies, C = eigh(H)
assert np.all(class_masks(q, K_TEST).sum(axis=0) == 1)
W_formula = unfold(q, C, K_TEST)
shape = (11, 11, 27)
fractions = np.stack(np.meshgrid(*[np.arange(n) / n for n in shape],
                                 indexing="ij"), axis=-1).reshape(-1, 3)
r = fractions @ SUPER
waves = np.exp(2j * np.pi * r @ q.T)
psi = waves @ C
error_overlap = error_sum = error_band = 0.0
for reference in ("Si", "Ge"):
    W_overlap = []
    for G in FOLD:
        qk, Hk = hamiltonian(K_TEST + G, PRIM, [reference] * 2, DIMER)
        phi = np.exp(2j * np.pi * r @ qk.T) @ eigh(Hk)[1]
        overlap2 = np.abs(phi.conj().T @ psi / len(r))**2
        W_overlap.append(overlap2.sum(axis=0))
        error_band = max(error_band, np.abs(overlap2.sum(axis=1) - 1).max())
    W_overlap = np.array(W_overlap)
    error_overlap = max(error_overlap, np.abs(W_overlap - W_formula).max())
    error_sum = max(error_sum, np.abs(W_overlap.sum(axis=0) - 1).max())
assert error_overlap < 1e-9 and error_sum < 1e-9 and error_band < 1e-9

chosen = slice(16, 26)
correlation = []
for T in SHIFTS:
    moved = np.exp(2j * np.pi * (r + T) @ q.T) @ C[:, chosen]
    correlation.append(np.mean(psi[:, chosen].conj() * moved, axis=0))
character = np.exp(-2j * np.pi * (K_TEST + FOLD) @ SHIFTS.T)
W_translation = character @ np.array(correlation) / N
error_translation = np.abs(W_translation - W_formula[:, chosen]).max()
assert error_translation < 1e-9

# Perfect silicon: unfolded groups must return the primitive bands.
q0, H0 = hamiltonian(GAMMA, SUPER, pure, IDEAL)
E0, C0 = eigh(H0)
W0 = unfold(q0, C0, GAMMA)
primitive = [np.linalg.eigvalsh(hamiltonian(G, PRIM, ["Si"] * 2, DIMER)[1])
             for G in FOLD]
edges = np.concatenate([[0], np.where(np.diff(E0) > 1e-6)[0] + 1, [len(E0)]])
error_integer = 0.0
for lo, hi in zip(edges[:-1], edges[1:]):
    count = np.array([np.sum((e > E0[lo] - 5e-7) & (e < E0[hi - 1] + 5e-7))
                      for e in primitive])
    error_integer = max(error_integer,
                        np.abs(W0[:, lo:hi].sum(axis=1) - count).max())
assert error_integer < 1e-6


def optical_energy(q, valence, conduction, mask=None):
    use = np.ones(len(q)) if mask is None else mask.astype(float)
    total = 0.0
    for axis in range(3):
        p = valence.conj().T @ ((use * q[:, axis])[:, None] * conduction)
        total += np.sum(np.abs(p)**2)
    return 4 * KIN * total


# Superlattice at Gamma: 20 filled bands, band edges unfolded.
q1, H1 = hamiltonian(GAMMA, SUPER, alloy, IDEAL)
E1, C1 = eigh(H1)
W1 = unfold(q1, C1, GAMMA)
assert E1[21] - E1[20] > 1e-6 and E1[20] - E1[19] > 1e-6
assert abs(W1[1, 20] - W1[4, 20]) < 1e-7
assert abs(W1[2, 20] - W1[3, 20]) < 1e-7
Ep_pure = optical_energy(q0, C0[:, 17:20], C0[:, 20:22])
assert Ep_pure < 1e-10
gamma_mask = class_masks(q1, GAMMA)[0]
Ep_states = [optical_energy(q1, C1[:, 17:20], C1[:, m:m + 1]) for m in (20, 21)]
Ep_gamma = [optical_energy(q1, C1[:, 17:20], C1[:, m:m + 1], gamma_mask)
            for m in (20, 21)]
qp, Hp = hamiltonian(GAMMA, PRIM, ["Si"] * 2, DIMER)
Cp = eigh(Hp)[1]
Ep_direct = optical_energy(qp, Cp[:, 1:4], Cp[:, 4:8]) / 4


def edge_data(species, positions, cutoff=CUTOFF):
    qv, Hv = hamiltonian(GAMMA, SUPER, species, positions, cutoff)
    e, c = eigh(Hv, subset_by_index=[0, 23])
    w = unfold(qv, c, GAMMA)
    return e[20] - e[19], e[21] - e[20], w[0, 20:22].sum(), e[19]


def lowest_on(points, positions, valence_top):
    values = []
    for K in points:
        Hk = hamiltonian(np.array(K), SUPER, alloy, positions)[1]
        values.append(eigh(Hk, eigvals_only=True, subset_by_index=[20, 20])[0])
    i = int(np.argmin(values))
    return values[i] - valence_top, points[i]


base = edge_data(alloy, IDEAL)
variants = {"ideal layers": base,
            "relaxed layers": edge_data(alloy, relaxed),
            "Ge long-wave +0.5 eV": edge_data(["Si"] * 6 + ["Ge_shifted"] * 4, IDEAL),
            "cutoff 148 eV": edge_data(alloy, IDEAL, 148.0)}
growth = [(0, 0, z) for z in (0.0, 0.05, 0.10, 0.15, 0.20)]
plane = [(x, 0, 0) for x in (0.70, 0.75, 0.80, 0.85, 0.90, 0.95)]

print(f"lattice constant: {A_NM:.2f} nm; period: {2.5 * A_NM:.3f} nm")
print(f"unit of wavevector 2 pi/a: {2 * np.pi / A_NM:.3f} 1/nm")
print(f"cutoff: {CUTOFF:.0f} eV; plane waves at Gamma: {len(q1)}")
print(f"primitive cells per supercell N: {N}")
for name in ("Si", "Ge"):
    print(f"{name} form factors at q^2=0,3,8,11,16 (eV):", TABLE[name])
print(f"supercell matrices with class count |det M|: {matrices_tested}")
print("test K (2 pi/a):", K_TEST)
print(f"max error, overlap definition vs formula: {error_overlap:.1e}")
print(f"max error, translation form vs formula: {error_translation:.1e}")
print(f"max |sum over k of W - 1|: {error_sum:.1e}")
print(f"max |sum over m for a primitive state - 1|: {error_band:.1e}")
print(f"perfect Si, max departure from integers: {error_integer:.1e}")
print(f"all-Si control, gap at folded Gamma: {E0[20] - E0[19]:.3f} eV")
print("all-Si control, pair weight at 0, +-0.4, +-0.8:",
      np.round([W0[0, 20:22].sum(), W0[[1, 4], 20:22].sum(),
                W0[[2, 3], 20:22].sum()], 6))
print("Si6Ge4 at Gamma: band, E-E(20) in eV, W(0), W(+-0.4), W(+-0.8), sum")
for m in range(17, 24):
    w = W1[:, m]
    print(f"  {m + 1} {E1[m] - E1[19]:8.4f} {w[0]:.6f} {w[1] + w[4]:.6f} "
          f"{w[2] + w[3]:.6f} {w.sum():.6f}")
print("band 21, W at k = 0, 0.4, 0.8, -0.8, -0.4:", np.round(W1[:, 20], 6))
print(f"optical energy, all-Si folded pair: {Ep_pure:.1e} eV")
for i, m in enumerate((21, 22)):
    print(f"optical energy, band {m}: {Ep_states[i]:.3e} eV; "
          f"k=0 channel alone: {Ep_gamma[i]:.3e} eV")
print(f"optical energy, direct Si mean per state: {Ep_direct:.2f} eV")
print(f"ratio of bands 21+22 to one direct state: {sum(Ep_states) / Ep_direct:.2e}")
print("variant: gap at Gamma (eV), pair splitting (meV), pair W(0)")
for name, v in variants.items():
    print(f"  {name}: {v[0]:.3f}, {1000 * v[1]:.1f}, {v[2]:.3e}")
print(f"relaxed spacings: Ge {100 * GE_STRETCH:+.1f} %, Si {100 * SI_STRETCH:+.1f} %")
for name, pos, top in (("ideal", IDEAL, base[3]),
                       ("relaxed", relaxed, variants["relaxed layers"][3])):
    for label, points in (("growth axis", growth), ("in-plane", plane),
                          ("L point", [(0.5, 0.5, 0.1)])):
        value, where = lowest_on(points, pos, top)
        print(f"{name}, lowest conduction, {label}: {value:.3f} eV at K={where}")
so_si, so_ge = 0.04, 0.3         # rough atomic-shell splittings in crystals, eV
so_shift = (0.6 * so_si + 0.4 * so_ge) / 3
print(f"rough spin-orbit splittings Si, Ge: {so_si}, {so_ge} eV")
print(f"neglected spin-orbit rise of valence top: about {so_shift:.2f} eV")
print(f"thermal energy at 300 K: {1000 * sc.k * 300 / sc.e:.1f} meV")
print("ALL CHECKS PASSED")
```

It prints:

```
lattice constant: 0.55 nm; period: 1.375 nm
unit of wavevector 2 pi/a: 11.424 1/nm
cutoff: 100 eV; plane waves at Gamma: 475
primitive cells per supercell N: 5
Si form factors at q^2=0,3,8,11,16 (eV): [-8.2, -2.86, 0.54, 1.09, 0.0]
Ge form factors at q^2=0,3,8,11,16 (eV): [-8.2, -3.13, 0.14, 0.82, 0.0]
supercell matrices with class count |det M|: 12
test K (2 pi/a): [0.13 0.07 0.11]
max error, overlap definition vs formula: 8.9e-14
max error, translation form vs formula: 1.6e-15
max |sum over k of W - 1|: 8.9e-14
max |sum over m for a primitive state - 1|: 2.3e-13
perfect Si, max departure from integers: 3.8e-14
all-Si control, gap at folded Gamma: 1.017 eV
all-Si control, pair weight at 0, +-0.4, +-0.8: [0. 0. 2.]
Si6Ge4 at Gamma: band, E-E(20) in eV, W(0), W(+-0.4), W(+-0.8), sum
  18  -0.0029 0.996611 0.002839 0.000550 1.000000
  19  -0.0023 0.993015 0.006777 0.000208 1.000000
  20   0.0000 0.993022 0.006740 0.000238 1.000000
  21   0.8228 0.002314 0.003320 0.994365 1.000000
  22   0.9096 0.000521 0.002316 0.997162 1.000000
  23   1.5871 0.000358 0.018693 0.980948 1.000000
  24   1.6186 0.013238 0.010695 0.976067 1.000000
band 21, W at k = 0, 0.4, 0.8, -0.8, -0.4: [0.002314 0.00166  0.497183 0.497183 0.00166 ]
optical energy, all-Si folded pair: 4.3e-27 eV
optical energy, band 21: 1.413e-01 eV; k=0 channel alone: 1.388e-01 eV
optical energy, band 22: 2.568e-27 eV; k=0 channel alone: 2.677e-27 eV
optical energy, direct Si mean per state: 38.11 eV
ratio of bands 21+22 to one direct state: 3.71e-03
variant: gap at Gamma (eV), pair splitting (meV), pair W(0)
  ideal layers: 0.823, 86.8, 2.836e-03
  relaxed layers: 0.749, 82.6, 3.615e-03
  Ge long-wave +0.5 eV: 0.771, 86.7, 3.551e-03
  cutoff 148 eV: 0.815, 86.6, 2.852e-03
relaxed spacings: Ge +4.0 %, Si -2.7 %
ideal, lowest conduction, growth axis: 0.823 eV at K=(0, 0, 0.0)
ideal, lowest conduction, in-plane: 0.853 eV at K=(0.85, 0, 0)
ideal, lowest conduction, L point: 1.426 eV at K=(0.5, 0.5, 0.1)
relaxed, lowest conduction, growth axis: 0.749 eV at K=(0, 0, 0.0)
relaxed, lowest conduction, in-plane: 0.799 eV at K=(0.85, 0, 0)
relaxed, lowest conduction, L point: 1.376 eV at K=(0.5, 0.5, 0.1)
rough spin-orbit splittings Si, Ge: 0.04, 0.3 eV
neglected spin-orbit rise of valence top: about 0.05 eV
thermal energy at 300 K: 25.9 meV
ALL CHECKS PASSED
```
